# Open-Circuit Dember Voltage from the Conductivity Ratio in Quasi-Neutral Semiconductors, part 2

An illuminated semiconductor at open circuit develops an internal voltage, the Dember voltage. The question is when local conductivities are enough to find it, without solving Poisson's equation.

Here \(q>0\) is the elementary charge, \(V_T=kT/q\), and \(n,p\) are the electron and hole densities, with mobilities \(\mu_n,\mu_p\). The conductivity is \(\sigma=q\Sigma\), with \(\Sigma=\mu_n n+\mu_p p\), and \(b=(\mu_n-\mu_p)/(\mu_n+\mu_p)\). The potential is \(V\), and \(E=-dV/dx\). Current is positive along \(+x\):

\[
J_n=q\mu_n nE+qD_n\frac{dn}{dx},\qquad
J_p=q\mu_p pE-qD_p\frac{dp}{dx},
\tag{2}
\]

with \(D_n=\mu_nV_T\) and \(D_p=\mu_pV_T\). For uniform doping, constant mobilities and quasi-neutrality,

\[
V_1-V_2=\frac{kT}{q}\,
\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,
\ln\frac{\sigma_1}{\sigma_2}.
\tag{1}
\]

For weak light, with dark densities \(n_0,p_0\) and added pair density \(\Delta\),

\[
V_1-V_2\simeq
V_T\frac{(\mu_n-\mu_p)(\Delta_1-\Delta_2)}
{\mu_n n_0+\mu_p p_0}.
\tag{6}
\]

Before neutrality is assumed, zero total current gives

\[
\frac{dV}{dx}=V_T
\frac{\mu_n\,dn/dx-\mu_p\,dp/dx}{\Sigma}.
\tag{8}
\]

Let \(N\) be the uniform net donor density, \(s=n-p-N\), \(C=2\mu_n\mu_p/(\mu_n+\mu_p)\), \(\varepsilon\) the permittivity and \(\lambda_D\) the Debye length. A prime means \(d/dx\). The last term of (9) is the error of (1) from neglected space charge, and (10) estimates \(s\) to leading order:

\[
V_1-V_2
=V_Tb\ln\frac{\sigma_1}{\sigma_2}
-V_TC\int_1^2\frac{s'}{\Sigma}\,dx.
\tag{9}
\]

\[
s\simeq\frac{\varepsilon V_T}{q}\,b\,(\ln\sigma)''
=N\lambda_D^2\,b\,(\ln\sigma)'',
\qquad
\lambda_D^2=\frac{\varepsilon V_T}{qN}.
\tag{10}
\]

The printed results also include earlier tests. The 2D entries are for a square sheet lit by a Gaussian spot, with uniform doping or doping rising tenfold across it; "current/drive" is the largest current divided by the largest diffusion term. The "dark 1:10 doping" entries show that (1) fails where doping varies.

### A silicon wafer

The example is a passivated n-type silicon wafer at 300 K, 500 µm thick, with \(N=10^{15}\) cm⁻³. Its material parameters are rough typical values:

- mobilities of 1400 and 450 cm²/Vs
- intrinsic density of \(10^{10}\) cm⁻³
- relative permittivity of 11.7
- absorption depth of 10 µm for light of wavelength 800 nm

The minority-carrier lifetime is set to 10 µs, and the absorbed photon flux to \(5\times10^{18}\) cm⁻² s⁻¹. One face is lit uniformly.

The reference calculation solves Poisson's equation together with both continuity equations. Recombination is the excess minority density divided by the lifetime. Each face has zero electron flux, zero hole flux and zero field, which represents ideal passivation without surface charge. Neither neutrality nor the Dember formula is imposed.

At the lit face the solution gives \(n_1=4.66\times10^{15}\) cm⁻³ and \(p_1=3.66\times10^{15}\) cm⁻³. At the dark face it gives \(n_2=1.127\times10^{15}\) cm⁻³ and \(p_2=1.27\times10^{14}\) cm⁻³. Some carriers reach the unlit face, so the second point is not at its dark equilibrium density. The conductivities are

\[
\begin{aligned}
\sigma_1&=q(1400\,n_1+450\,p_1)=1.309\ \text{S/cm},\\
\sigma_2&=q(1400\,n_2+450\,p_2)=0.262\ \text{S/cm}.
\end{aligned}
\]

Their ratio is 4.999 before rounding of the two conductivities, and its logarithm is 1.609. The mobility factor is

\[
b=\frac{1400-450}{1400+450}=0.5135.
\]

With \(V_T=25.852\) mV,

\[
V_1-V_2=25.852\ \text{mV}\times0.5135\times1.609
=21.4\ \text{mV}.
\]

The lit face is positive. The full solution and the formula both give 21.3624 mV; these digits serve to compare the two calculations and are not a prediction for a real wafer at that precision. Doubling the number of mesh cells from 500 to 1000 changed the voltage by \(-2\times10^{-4}\) mV. The test of the potential at every mesh point required agreement within \(10^{-5}V_T\), and it was met.

The largest field is 0.79 V/cm, at a depth of 44 µm, and it points away from the lit face. From \(|E|=V_Tb\,|d\ln\sigma/dx|\), the corresponding length is

\[
\left|\frac{d\ln\sigma}{dx}\right|^{-1}
=\frac{0.025852\times0.5135}{0.79}\ \text{cm}
\simeq170\ \text{µm}.
\]

The field is zero at the lit face and positive at 44 µm. By Gauss's law the layer between them holds net positive charge. The field is zero again at the far face, so the rest of the wafer holds an equal negative charge.

### How small the space charge is

The Debye length is 0.129 µm, far below 170 µm. Equations (9) and (10) give a correction of \(-1.2\times10^{-5}\) mV, which is negligible beside 21.4 mV.

To test the correction where it could be resolved more clearly, the permittivity was multiplied by 25 with the other inputs held fixed. The full solution then differed from the Dember formula by \(-3.06\times10^{-4}\) mV, and the leading-order correction predicted \(-2.99\times10^{-4}\) mV. They agree within about 2%. Neither value is converged to the digits shown: refining the mesh moves the solved value to \(-2.97\times10^{-4}\) mV and the leading-order value to \(-3.04\times10^{-4}\) mV, shifts of about 3% and 2%. The comparison confirms the correction to a few per cent.

A thin, nearly undoped layer shows the opposite case. It was 5 µm thick with \(N=10^{11}\) cm⁻³, an absorption depth of 1 µm, a lifetime of 2 ns and an absorbed flux of \(2.7\times10^{16}\) cm⁻² s⁻¹; the mobilities were unchanged. Its Debye length, 12.9 µm, exceeds its thickness. The full solution gave 0.42 mV between the faces. The Dember formula, supplied with the actual conductivities at the faces, gave 6.1 mV. In such a layer the small field cannot hold the electron and hole distributions together, and Poisson's equation has to be solved.

The Debye length calculated from the doping is a cautious measure under strong light, because added carriers also screen. Before the formula is used, it is safer to evaluate equation (10) from the calculated conductivity profile and then the integral in equation (9). If that correction is not small, the expansion that produced it is not reliable either. The estimate also assumes that the field is close to its neutral value, so it does not cover a thin charged layer at a contact, a recombining face or a charged surface.

### Doping type and mobility order

With the flux, thickness, doping magnitude and lifetime held fixed, a p-type wafer gives 26.5 mV. Exchanging the two mobilities in the n-type wafer gives \(-26.5\) mV. These magnitudes agree because the equations keep their form when electrons and holes, the two mobilities, and the signs of doping and potential are all exchanged.

Two effects compete in the p-type wafer. Its dark conductivity is lower, and for the same two excess densities, adding a smaller constant to both conductivities gives a larger ratio. With the excess densities of the n-type wafer, the ratio would be 10.5 and the voltage 31 mV. The excess densities in the p-type wafer are in fact different, and this lowers the voltage to 26.5 mV. Setting both mobilities to 1400 cm²/Vs gives zero voltage within the printed precision.

Reducing the flux by a factor of 1000 in the original wafer gives 0.0726 mV in the full solution. The weak-light formula gives 0.0728 mV. The difference, about 0.3%, has the sign and size expected from the next term in the logarithm.

### What a pair of contacts reads

A voltmeter compares the electron Fermi energies in its two metal leads. The relevant energies inside the illuminated semiconductor are the electron and hole quasi-Fermi energies. For non-degenerate carriers they are, up to constants,

\[
F_n=-qV+kT\ln n,\qquad
F_p=-qV-kT\ln p.
\]

Here the densities are divided by any fixed reference density inside the logarithms. Differentiation gives

\[
\begin{aligned}
\mu_n n\frac{dF_n}{dx}
&=q\mu_n nE+\mu_n kT\frac{dn}{dx}=J_n,\\
\mu_p p\frac{dF_p}{dx}
&=q\mu_p pE-\mu_p kT\frac{dp}{dx}=J_p.
\end{aligned}
\]

Zero total current therefore means

\[
\mu_n n\,dF_n+\mu_p p\,dF_p=0.
\tag{11}
\]

The two quasi-Fermi energies slope in opposite directions wherever the separate currents are not zero.

An ideal electron-selective contact brings the metal Fermi energy to \(F_n\) and exchanges no holes. The potential read by the meter is \(-F_n/q\). A pair of identical contacts of this kind reads

\[
U_n=-\frac{F_{n1}-F_{n2}}{q}
=V_1-V_2-V_T\ln\frac{n_1}{n_2}.
\tag{12}
\]

Ideal hole-selective contacts read

\[
U_p=-\frac{F_{p1}-F_{p2}}{q}
=V_1-V_2+V_T\ln\frac{p_1}{p_2}.
\tag{13}
\]

For the wafer, \(V_T\ln(n_1/n_2)=36.7\) mV and \(V_T\ln(p_1/p_2)=86.9\) mV. Hence

\[
U_n=21.4-36.7=-15.3\ \text{mV},\qquad
U_p=21.4+86.9=108.3\ \text{mV}.
\]

The electron-selective reading has the opposite sign to the internal voltage. These values assume that the contacts leave the density profile unchanged and that any barrier inside each contact carries no drop in the relevant quasi-Fermi energy.

A non-selective contact with very fast recombination behaves differently. It holds both carriers at their equilibrium densities. If both contacts do so on uniformly doped material, \(\sigma_1=\sigma_2\), and the Dember voltage between them is zero even though the interior is illuminated.

This was examined by giving both wafer faces a surface recombination speed of \(10^7\) cm/s. The end-to-end voltage fell from 21.4 mV to about 0.1 mV. The printed output shows 0.05 mV because its mesh spacing of 0.5 µm does not resolve the Debye layers at the faces; a mesh that resolves them gives 0.095 mV. This remainder comes from the zero-field condition, which was kept at the faces. If both densities are instead held at their equilibrium values and the field is left free, the voltage is below 0.001 mV. The potential inside still rose to 4.3 mV above that of the far face. A calculation meant to represent recombining contacts must therefore include them when it computes the densities.

### Other neglected effects

If the mobilities depend on the excess density, \(b\) cannot be taken outside the integral. With neutrality and the local Einstein relations retained, equation (8) gives

\[
V_1-V_2=V_T\int_{\Delta_2}^{\Delta_1}
\frac{\mu_n(\Delta)-\mu_p(\Delta)}
{\mu_n(\Delta)n+\mu_p(\Delta)p}\,d\Delta.
\tag{14}
\]

For a rough estimate, each added pair was counted as one extra scatterer, so that the scatterer density was \(M=N+\Delta\). In cm²/Vs, with \(M\) in cm⁻³, the mobilities were

\[
\begin{aligned}
\mu_n&=70+\frac{1330}{1+(M/10^{17})^{0.7}},\\
\mu_p&=50+\frac{400}{1+(M/2\times10^{17})^{0.7}}.
\end{aligned}
\]

With the densities at the faces held fixed, the voltage changed from 21.4 to 21.0 mV, a reduction of about 2%. Lower mobilities also slow diffusion, however, and so make the density profile steeper. When the densities are recomputed with these mobilities, the two effects nearly cancel and the voltage is again 21.4 mV. Direct drag between electrons and holes, which adds a coupling between the two current equations, is left out; a rough estimate with fixed densities puts its effect at about 1% here.

Degeneracy alters the Einstein relation. For a parabolic band of effective density \(N_c\), the first correction for electrons is \(D_n/\mu_n=V_T[1+n/(2^{3/2}N_c)]\). With \(N_c=2.8\times10^{19}\) cm⁻³, the added fraction at the lit face is \(6\times10^{-5}\).

Heating can add a thermoelectric voltage. The absorbed optical power is 1.24 W/cm². If all of it becomes heat at the front and leaves through the back, a thermal conductivity of 1.5 W/(cm K) gives

\[
\delta T=\frac{1.24\times0.0500}{1.5}\ \text{K}
=0.041\ \text{K}.
\]

The rough Seebeck estimate \((k/q)[\ln(N_c/N)+2.5]\) is 1.1 mV/K for electrons alone at the dark density, which would add about 0.05 mV to the reading between two metal contacts. In the lit wafer the two quasi-Fermi energies are separate, so the contribution depends on the contacts. With the densities held fixed, it is about \(+0.04\) mV for electron-selective contacts and about \(-0.03\) mV for hole-selective contacts. The Seebeck coefficient includes the change of the carriers' chemical potential with temperature, so this is not a change in the internal electrostatic voltage. That change is smaller, of the order of \(k/q\) per kelvin, or a few microvolts here. These figures refer to the wafer alone and do not include heating of the mount or of dissimilar leads.

### Use for real silicon devices

The doping and mobilities describe lightly doped silicon near room temperature. The 10 µs lifetime is short compared with that of good passivated wafers, which can reach milliseconds. For this wafer and flux, the voltage is largest at a lifetime near 10 µs. A shorter lifetime leaves fewer added carriers at the lit face, and a longer one fills the wafer more evenly; both lower the voltage. With the same flux and constant mobilities, the model gives 7.2 mV for 100 µs and 0.9 mV for 1 ms. In the last case the densities reach \(10^{17}\) cm⁻³, where Auger recombination, which is left out here, would shorten the lifetime. Including it with rough coefficients between \(4\times10^{-31}\) and \(1.7\times10^{-30}\) cm⁶/s lowers the densities and raises the 0.9 mV to between about 1.7 and 2.4 mV, still with constant mobilities. With the density-dependent mobilities given above, the range becomes about 2.0 to 2.7 mV. Real surfaces may also carry charge, which bends the bands close to the surface. Light changes that bending and adds a surface photovoltage, which is not sized here; equation (1) then applies between quasi-neutral points beyond the bent regions.

For the effects sized in this wafer, the contacts matter most. Depending on their selectivity, the same 21.4 mV internal voltage corresponds to readings of \(-15\) or 108 mV, and strong surface recombination at both faces nearly removes it. In a silicon photodiode the doping changes across the junction, so equation (1) may be used inside a uniformly doped, quasi-neutral region at zero current, but not from one side of the junction to the other.

The numerical output below lists the main inputs, and the results at greater precision.

## Computed results

```
temperature: 300 K; kT/q: 25.852 mV
electron, hole mobility: 1400, 450 cm2/Vs
mobility factor b: 0.5135
doping: 1.0e+15 cm^-3; thickness: 500 um
intrinsic density: 1.0e+10 cm^-3; permittivity ratio: 11.7
absorption depth: 10 um
lifetime: 10 us
wavelength: 800 nm; photon: 1.550 eV
absorbed flux: 5.0e+18 cm^-2 s^-1; power: 1.242 W/cm2
Debye length: 0.129 um
lit face n, p: 4.6605e+15, 3.6605e+15 cm^-3
dark face n, p: 1.1269e+15, 1.2691e+14 cm^-3
lit face conductivity: 1.3093 S/cm
dark face conductivity: 0.2619 S/cm
conductivity ratio: 4.9987
logarithm of ratio: 1.6092
Dember voltage, full solution: 21.3624 mV
Dember voltage, formula: 21.3624 mV
shift from 500 to 1000 cells: -2.05e-04 mV
peak field: 0.790 V/cm
peak field position: 44.2 um
voltage, p-type: 26.510 mV
voltage, equal mobilities: 0.000 mV
voltage, exchanged mobilities: -26.510 mV
flux/1000, full solution: 0.07257 mV
flux/1000, linear formula: 0.07278 mV
space-charge correction: -1.20e-05 mV
25x permittivity, correction solved: -3.060e-04 mV
25x permittivity, correction formula: -2.992e-04 mV
thin layer: 5 um, 1e+11 cm^-3
thin Debye length: 12.93 um
thin layer, full solution: 0.418 mV
thin layer, formula: 6.120 mV
surface recombination speed: 1e+07 cm/s
end-to-end voltage with it: 0.0469 mV
highest interior potential with it: 4.287 mV
electron-selective contacts read: -15.338 mV
hole-selective contacts read: 108.273 mV
2D largest formula error: 0.0070 mV
2D current/drive, uniform doping: 6.25e-05
2D current/drive, graded doping: 6.09e-02
dark 1:10 doping, solved: 59.50 mV
dark 1:10 doping, Dember formula: 30.57 mV
voltage with falling mobilities: 20.988 mV
relative Einstein correction, lit face: 5.88e-05
temperature difference, upper estimate: 0.0414 K
Seebeck coefficient, rough size: 1.10 mV/K
thermal voltage, rough size: 0.045 mV
```
